Imprint from Forty Trapped Electrons: Cell-to-Cell Spread in a Ferroelectric Capacitor

In a model hafnia capacitor 20 nm on a side, trapped electrons displace the hysteresis loop by 90 mV on average, yet cells made to the same design differ from one another by a standard deviation of 14 mV. Film thickness, permittivity and mean trap density are the same in every cell. One further number points to the cause: a single electron shifts the loop by 2.3 mV, so the whole imprint is the work of about forty electrons, and a count that small fluctuates.

**The estimate**

Imprint is the displacement of the hysteresis loop along the voltage axis. Suppose that it comes from trapped electrons with mean density n = 10¹³ cm⁻². The cell has side L = 20 nm = 2 × 10⁻⁶ cm and area L² = 4 × 10⁻¹² cm², so the mean count is

m = nL² = 10¹³ × 4 × 10⁻¹² = 40.

If electrons settle at random, the count varies by about √m = 6.3, which relative to the mean is

√m/m = 1/√m = 1/√40 = 0.158.

If imprint is proportional to the count, it varies by 16 % (one standard deviation) between cells. Two assumptions carry this argument: that the electrons are placed independently, and that each contributes equally to the imprint. Both can be derived under stated conditions, and both can fail.

**Counting electrons that ignore one another**

Divide the cell into K small patches, each holding one electron with probability p = m/K and otherwise none, independently of the other patches. The probability of N electrons is binomial:

P(N) = {K!/[N!(K−N)!]} pᴺ (1−p)ᴷ⁻ᴺ.

Let K grow with m and N fixed. Then K!/(K−N)! is a product of N factors, each approaching K in ratio, so it tends to Kᴺ. This cancels the K⁻ᴺ in pᴺ = mᴺ/Kᴺ. The last factor, (1−m/K)ᴷ⁻ᴺ, tends to e⁻ᵐ. What remains is the Poisson distribution,

P(N) = e⁻ᵐ mᴺ/N!.

Its variance follows from the patches. An occupation number that is 1 with probability p and 0 otherwise has mean p and mean square p, hence variance p − p². Variances of independent quantities add, so

var N = K(p − p²) = m(1 − m/K) → m.

The standard deviation is √m and the relative spread is 1/√m.

The sites need not all be filled. If they are scattered at random and each is filled independently with probability f, a patch holds a filled site with a probability that is again small and independent of the other patches. The count is still Poisson, whatever f is. If instead every cell has the same number S of sites, the variance is Sf(1−f) = m(1−f), and the relative spread is

√[(1−f)/m].

For half-filled sites and m = 40 this is 11.2 %. Complete filling would then leave no variation at all. The 16 % therefore expresses disorder in the number of sites, or sparse occupation of many sites.

As a test, half-filled sites were scattered over a wafer of 40,000 cells and the electrons counted. The spread was 15.66 %, against 15.81 % from the formula. The difference, 1 % of the value, lies within the allowed 2 %, but it is between two and three times the expected sampling error of about 0.35 %. That is a rather large deviation for one random draw, and the draw was not repeated.

**From charge to loop shift**

The ferroelectric, of thickness d and permittivity ε_f, lies on the bottom electrode. A non-switching layer, of thickness t and permittivity ε_i, separates it from the top electrode. The electrons sit at the interface between the two. Fields and polarization P are positive upward, q is the positive elementary charge, and U is the potential of the top electrode minus that of the bottom one.

The field integrated upward gives the fall in potential from bottom to top:

E_f d + E_i t = −U.

Across the interface the upward displacement changes by the free charge per area, which is −qn:

ε_i E_i − (ε_f E_f + P) = −qn.

Solve the second equation for the layer field,

E_i = (ε_f E_f + P − qn)/ε_i,

and insert it into the first:

U = −E_f d − (t/ε_i)(ε_f E_f + P) + qnt/ε_i.

The polarization depends on E_f and on its history. For any given pair E_f, P, the trapped electrons raise the required voltage by

ΔU = qnt/ε_i.

At the points where P = 0, the field is ±E_c, with E_c the coercive field, so

U = ∓E_c(d + tε_f/ε_i) + ΔU.

Both coercive voltages move by the same amount in the same direction. The loop keeps its width and its centre moves by ΔU, provided that the trapped charge stays fixed while the loop is traced and that the sweep saturates the polarization in both directions. The centre of an unsaturated loop can move by a different amount.

The example takes d = 10 nm, t = 1 nm, relative permittivities 30 and 20, and E_c = 1 MV/cm = 0.1 V/nm. The half-width of the loop is

0.1 × (10 + 1 × 30/20) = 1.15 V.

Numerically traced hysteresis branches, with and without the charge, gave a shift of 90.48 mV at both crossings, in agreement with ΔU.

**One electron, wherever it sits**

Forty electrons are not a uniform sheet. Let Φ(z) be the potential averaged over the cell area at height z, and let no electric flux cross the side walls. When Poisson's equation is integrated over the area, the lateral derivatives become fluxes through the walls and vanish. Within each layer Φ then has constant slope. At the interface its displacement jumps by −q/L² for one electron, wherever in the plane that electron sits. The averaged problem is the sheet problem with n replaced by 1/L², so each electron contributes

δU = qt/(ε_i L²).

In numbers, with lengths in metres,

δU = (1.602 × 10⁻¹⁹ × 10⁻⁹)/(20 × 8.854 × 10⁻¹² × 4 × 10⁻¹⁶) = 2.26 × 10⁻³ V.

A three-dimensional field solution with an electron at each node of a 1 nm lateral mesh reproduced this value at every position. What is fixed here is the shift needed to restore the average field in the ferroelectric. The local field is uneven, and a film whose switching begins at one weak spot responds more strongly to the electrons near that spot. If the spot lies within a few nanometres of the interface, those electrons dominate and the spread can be much larger than in the averaged picture. Near the bottom electrode the difference is small.

A cell with N electrons has imprint NδU. Multiplying a random number by a constant leaves its relative spread unchanged, so

σ_U/ΔU = 1/√m = 1/(L√n).

The mean imprint is 40 × 2.262 = 90.5 mV and its standard deviation is 6.325 × 2.262 = 14.3 mV. At fixed density the mean does not depend on L, while the relative spread grows as 1/L. A 10 nm square holds 10 electrons on average and has a spread of 32 %.

Large arrays sample the tail. The chance that a cell holds more than 73 electrons is at most one in a million, and 73 electrons give 165 mV, or 14 % of the coercive voltage. A Gaussian with the same mean and standard deviation would place that limit near 70, because it lacks the longer upper tail of the Poisson distribution.

Real side walls do pass flux. With 6 nm of surrounding insulator of relative permittivity 3.9, the mean shift per electron was 0.997 of the planar value on a 1 nm lateral mesh and 0.998 on a 2 nm mesh. The departure nearly doubles on the finer mesh, so these figures are not converged and understate it. In this geometry, where both electrodes end at the cell edge and the insulator is no taller than the stack, the fine-mesh limit is somewhat above 1 %. With a continuous bottom electrode and a tall top electrode it is about 3 %. The spread is hardly affected and stays close to 15.8 %.

**When electrons contribute unequally**

Suppose that the electrons lie at various depths in the non-switching layer. A charge at distance x below the top electrode changes the field by −q/(ε_i L²) only over the distance x above it. Its shift is therefore δU multiplied by w = x/t.

The variance follows from the same patches. Each contributes w with probability p, so its mean is p⟨w⟩ and its mean square is p⟨w²⟩. As p becomes small, the square of the mean, of order p², drops out after summation. The total then has mean m⟨w⟩ and variance m⟨w²⟩, and

relative spread = √[⟨w²⟩/(m⟨w⟩²)].

For depths uniform between 0 and t, ⟨w⟩ = 1/2 and ⟨w²⟩ = 1/3. Their ratio ⟨w²⟩/⟨w⟩² is 4/3, and the spread is √[4/(3 × 40)] = 18.3 %. The mean imprint is halved to 45 mV.

Charges of opposite sign can have a stronger effect. Let 60 negative and 20 positive charges per cell, independent and at the same depth, leave a net mean of 40. The means subtract but the variances add:

√(60 + 20)/(60 − 20) = 22.4 %.

A net density deduced from the mean imprint therefore does not by itself determine the variation.

Thickness also varies. The imprint is proportional to Nt. If t is independent of N and has relative standard deviation s, the mean square of the product is the product of the mean squares. Relative to the squared mean these are 1 + 1/m and 1 + s². Subtracting 1 leaves the relative variance,

(1 + 1/m)(1 + s²) − 1.

For s = 10 %, or 0.1 nm in this layer, the spread is 18.8 %. Counting noise still dominates. Random sampling confirmed all three of these formulas to within 2 % of their values.

**When electrons repel one another**

The Poisson law assumes that an electron arrives without regard to those already present. Let the electrodes be held at fixed potentials and the polarization be fixed. The interface is then connected to them through the capacitances C_i = ε_i L²/t and C_f = ε_f L²/d. In this laterally averaged picture, N electrons change its potential by −qN/(C_i + C_f), which raises the energy of the next electron by Nu, where

u = q²/(C_i + C_f).

Summing these increments gives an energy uN²/2, apart from a term linear in N that only shifts the energy of the level. For the example u = 1.97 meV.

This is small beside the thermal energy kT = 30.9 meV at 85 °C, but the next electron meets the repulsion of all forty: 40 × 1.97 = 79 meV. The comparison that matters is mu against kT, and repulsion wins.

Take many shallow, sparsely filled sites that exchange electrons with the electrode until equilibrium is reached. Without repulsion the probabilities are proportional to λᴺ/N!, where λ is set by the level energy and the number of sites. With repulsion,

P(N) ∝ (λᴺ/N!) exp[−uN²/(2kT)].

Near its maximum, ln P is approximately a parabola whose negative second derivative is the inverse variance. The term N ln λ has no second derivative. By Stirling's formula, ln N! has second derivative 1/N to leading order. The energy term contributes u/kT. With λ adjusted to keep the mean at m,

1/var N ≈ 1/m + u/kT.

Hence

relative spread ≈ (1/√m)/√(1 + mu/kT).

For the example, 1/40 + 1.967/30.86 = 0.0887, the variance is 11.3, and the relative spread is 8.4 %. An explicit sum over N gives 8.40 %, against 8.39 % from the formula. In this averaged picture repulsion has nearly halved the variation. Point electrons repel mainly at short range and can avoid one another, which weakens the reduction somewhat: the spread is then about 9 %.

A smaller cell does not escape this reduction unless it holds less than about one electron on average, too few for repulsion to matter as much. Since m grows as L² and u falls as 1/L², the product mu depends on density and layer structure but not on cell size.

The opposite limit is a level so deep that every site stays filled. Repulsion then has no vacancies to regulate. The electron count equals the number of sites, and if the sites were placed at random during fabrication, the Poisson spread returns.

How deep is deep enough? Take a level 1.5 eV below the Fermi level of the top electrode when the layer has no field. Apply U = 2 V, and assume that the polarization is fully switched, pointing down at 20 uC/cm2. Setting P = −P_r in the voltage equation, and leaving out the trapped charge for the moment, gives

E_f = (−U + tP_r/ε_i)/(d + tε_f/ε_i) = (−2 + 1.13)/11.5 = −0.076 V/nm.

The ferroelectric accounts for 0.76 V of the drive, and the remaining 1.24 V falls across the layer, raising the level by 1.24 eV. Repulsion adds 0.08 eV. The level is still 0.18 eV below the Fermi level, nearly 6 kT. An equilibrium sum over site numbers and occupations, with the repulsion averaged over the cell, gives a mean of 39.9 electrons and a spread of 15.7 %. Stronger repulsion between close neighbours empties about 2 % of the sites but leaves the spread above 15 %, so the estimate survives in this state. Reaching the state takes a higher voltage, because the field in the ferroelectric must first exceed the coercive 0.1 V/nm. At twice the coercive field, with U = 3.4 V, the layer carries 0.30 + 1.13 = 1.43 V, and with the repulsion added the level reaches the Fermi level. To stay filled throughout a saturated loop, the level must therefore lie deeper than 1.5 eV. The layer itself might not survive even the 2 V state: 1.24 V across 1 nm is 12.4 MV/cm, a field at which a real thin oxide would be expected to break down. The example tests the depth of the level and is not a safe operating point.

The depth of the level also helps to decide whether the charge stays in place. For a rectangular barrier of height B and an effective mass M, the tunnelling time is roughly τ₀ exp(2κt), with κ = √(2MB)/ħ. A barrier of 3.6 eV, a mass of 0.2 electron masses and an attempt time τ₀ = 10⁻¹³ s give 6 × 10⁻¹⁰ s. The exponent makes this an order of magnitude at best, but elastic tunnelling through a 1 nm layer is clearly too fast to hold the electrons. In this model they remain because their level lies below the Fermi level. In real oxides the atoms around a trap can also rearrange when its charge changes, which can slow the exchange by many orders of magnitude. Shallow electrons exchanging this quickly would follow a slower voltage sweep instead of shifting the loop rigidly. The 8.4 % becomes a spread in imprint only if some other barrier freezes the count before the loop is measured.

**Estimate, derivation and real capacitors**

The derivation returns the first estimate, 16 %, for electrons of one sign, at one depth, in a layer of uniform thickness, on randomly placed sites that are filled independently or stay full, when switching follows the average field in the ferroelectric. Depth and thickness variation, each taken alone, raise it to 18–19 %. The chosen mixture of signs raises it to 22 %, and equilibrium repulsion lowers it to 8–9 %.

The film thickness, coercive field, permittivity and remanent polarization are rough typical values for ferroelectric hafnia. The layer and its trap density are model choices. A larger capacitor averages over more electrons: for a 1 µm square at the same trap density the formula gives a spread of only 0.3 %.

A further assumption, open to serious doubt in real devices, is that the trapped electrons are the only interface charge. With U = 0 and no compensating charge, a polarization held at 20 uC/cm2 would produce a reverse field of 0.98 MV/cm in the ferroelectric, about equal to the coercive field, and 9.8 MV/cm in the layer. Thin silica films break down at roughly such fields, and oxides with a relative permittivity near 20 usually at lower ones. In the model loop the polarization shrinks under the reverse field but survives, because U = 0 lies well inside the coercive voltages. In a real layer, so high a field would be expected to drive charge to the interface, where it compensates at least part of the polarization.

Full compensation at the interface needs 1.25 × 10¹⁴ charges per cm², or 500 per cell, negative in one polarization state and positive in the other. If the two amounts are equal and each persists until its state switches, they move the two coercive voltages in opposite directions and leave the loop centre alone. Their fluctuations need not cancel. The centre responds to half the sum of the two charges. If both counts were independent Poisson numbers, they would add a variance of (500 + 500)/4 = 250 to the 40 of the fixed electrons, and the spread would become

√(40 + 250)/40 = 43 %.

This shows how sensitive the result is; it is not a prediction. Compensating charges repel one another, which reduces their fluctuations, and if they are mobile they also screen the fixed electrons, which changes the mean imprint as well. The 16 % is the counting noise of the fixed charge alone. It describes the whole variation only when the cells are otherwise alike, the film switches according to its average field, and the compensating charge is well regulated and does not respond to the fixed electrons. The model parameters and most of the computed values are collected in the numerical output below.

Computed values

```
trapped density: 1.0e+13 cm^-2
cell side: 20 nm
ferroelectric thickness: 10 nm
non-switching layer thickness: 1 nm
relative permittivity, ferroelectric: 30
relative permittivity, layer: 20
coercive field: 1 MV/cm
remanent polarization: 20 uC/cm2
temperature: 358.15 K
cell area: 4.00e-12 cm^2
mean electron count: 40.00 electrons
standard deviation of count: 6.325 electrons
Poisson relative spread: 15.81 %
spread from scattered points: 15.66 %
number of sampled cells: 40000
trapped sheet charge: 1.602 uC/cm2
loop shift per electron: 2.262 mV
mean imprint voltage: 90.48 mV
imprint standard deviation: 14.31 mV
imprint voltage / film thickness: 0.0905 MV/cm
coercive voltage: 1.150 V
numerical loop-centre shift: 90.48 mV
count exceeded with chance at most 1e-6: 73 electrons
imprint at that count: 165.1 mV
mean count in 10 nm square: 10.0 electrons
Poisson spread in 10 nm square: 31.62 %
site filling in fixed-site test: 0.5
spread, fixed number of sites: 11.18 %
spread, uniform depth in layer: 18.26 %
negative charges in mixed case: 60 per cell
positive charges in mixed case: 20 per cell
spread, mixed charges: 22.36 %
assumed layer-thickness spread: 10 %
spread with thickness variation: 18.77 %
fringing: mean shift / planar shift: 0.9967
same, coarser lateral mesh: 0.9982
spread with fringing, 1 nm mesh: 15.812 %
spread with fringing, 2 nm mesh: 15.812 %
charging energy u: 1.967 meV
thermal energy kT: 30.86 meV
shallow-level spread, explicit sum: 8.40 %
shallow-level spread, formula: 8.39 %
deep level below Fermi level: 1.50 eV
drive voltage: 2.00 V
level rise from drive and polarization: 1.243 eV
deep-level mean count under drive: 39.86 electrons
deep-level spread under drive: 15.70 %
tunnel barrier: 3.60 eV
tunnel mass / electron mass: 0.20
tunnel attempt time: 1.0e-13 s
tunnel time through layer: 6.0e-10 s
uncompensated depolarizing field: 0.982 MV/cm
uncompensated layer field: 9.82 MV/cm
density equal to remanent polarization: 1.25e+14 cm^-2
```
